# Infrared Cancellation Between Vertex Correction and Soft Emission in Potential Scattering

## The vertex correction and its infrared logarithm

An electron of kinetic energy 10 MeV is scattered through 60° by a weak static potential. If the photon is given a mass of $10^{-6}$ MeV, the vertex correction of order $\alpha$ changes the elastic rate by $-0.3307$ relative to the lowest-order rate. If the mass is $10^{-12}$ MeV, the change is $-0.6548$. The probability of emitting a photon of energy below 0.05 MeV is $0.2201$ in the first case and $0.5443$ in the second. Each number depends strongly on a mass that was introduced only as a regulator, yet the two contributions, together with a very small magnetic term, add up to $-0.1105$ in both cases.

The explanation starts from what is measured. A detector of energy resolution $\Delta E$ does not separate an elastically scattered electron from one that has lost less than $\Delta E$ to a photon. The two final states are different, so their rates are added, not their amplitudes. Each rate contains the logarithm of the photon mass $\mu$ multiplied by one and the same function of the momentum transfer, with opposite signs.

I use $\hbar=c=1$, the metric $(+,-,-,-)$ and $e^2=4\pi\alpha$. The electron has mass $m$ and goes from momentum $p$ to $p'$, with $q=p'-p$. A static potential transfers no energy, so $E'=E$ in elastic scattering and $q^2=-|\mathbf q|^2<0$. Squaring $q$ gives

$$q^2=2m^2-2p\cdot p',\qquad p\cdot p'=m^2-\frac{q^2}{2}.$$

The potential acts once, in first Born approximation; further actions of it are counted separately in powers of its strength. Vacuum polarization is assigned to the potential. At this order it is an electron loop without an internal photon line, so it has no logarithm of $\mu$.

Between the spinors $\bar u(p')$ and $u(p)$ the vertex has the form

$$\Gamma^\lambda=\gamma^\lambda F_1(q^2)+\frac{i\sigma^{\lambda\nu}q_\nu}{2m}F_2(q^2),\qquad \sigma^{\lambda\nu}=\frac i2[\gamma^\lambda,\gamma^\nu].$$

In Feynman gauge the loop contains two photon vertices, giving $(-ie)^2=-e^2$, two electron propagators, giving $i^2=-1$, and a photon propagator, giving $-i$. Their product is $-ie^2$, hence

$$\delta\Gamma^\lambda=-ie^2\int\frac{d^4k}{(2\pi)^4}\frac{N^\lambda}{D_0D_1D_2},$$

$$N^\lambda=\gamma^\nu(\not p'-\not k+m)\gamma^\lambda(\not p-\not k+m)\gamma_\nu .$$

The denominators are $D_0=k^2-\mu^2$, $D_1=(p'-k)^2-m^2=k^2-2p'\cdot k$ and $D_2=k^2-2p\cdot k$, each with the usual $+i\epsilon$. They are combined by

$$\frac1{D_0D_1D_2}=2\int dx\,dy\,dz\,\frac{\delta(1-x-y-z)}{(xD_1+yD_2+zD_0)^3}.$$

The combined denominator is $k^2-2k\cdot(xp'+yp)-z\mu^2$. Completing the square with $k=l+xp'+yp$ turns it into $l^2-\Delta$, where

$$\Delta=(xp'+yp)^2+z\mu^2=(x+y)^2m^2-xyq^2+z\mu^2 .$$

This is positive for $q^2<0$, so the form factors are real.

Terms of the numerator linear in $l$ integrate to zero. In the quadratic term symmetry allows $l^\alpha l^\beta\to g^{\alpha\beta}l^2/4$, after the ultraviolet behaviour has been made convergent by subtracting the same loop with a photon of large mass $\Lambda$. Applying $\gamma^\nu\gamma^\lambda\gamma_\nu=-2\gamma^\lambda$ twice then gives $l^2\gamma^\lambda$. For the part without $l$, define

$$a=(1-x)p'-yp,\qquad b=(1-y)p-xp'.$$

The contractions $\gamma^\nu\not a\gamma^\lambda\not b\gamma_\nu=-2\not b\gamma^\lambda\not a$ and $\gamma^\nu\not a\gamma^\lambda\gamma_\nu=4a^\lambda$ give

$$N_0^\lambda=-2\not b\gamma^\lambda\not a+4m(a+b)^\lambda-2m^2\gamma^\lambda .$$

Since $p=p'-q$, we have $b=zp'-(1-y)q$; likewise $a=zp+(1-x)q$. The Dirac equation replaces $\not p'$ next to $\bar u(p')$ and $\not p$ next to $u(p)$ by $m$. The first term of $N_0^\lambda$ becomes

$$-2[zm-(1-y)\not q]\gamma^\lambda[zm+(1-x)\not q].$$

Three reductions are needed. First, $\not q\gamma^\lambda\not q=2q^\lambda\not q-q^2\gamma^\lambda$, and $\bar u(p')\not q u(p)=0$, so this product becomes $-q^2\gamma^\lambda$. Second, $\Delta$ and the integration region are symmetric in $x$ and $y$, so in terms linear in them both $1-x$ and $1-y$ may be replaced by $(1+z)/2$. Third, moving each momentum to its own spinor gives

$$\gamma^\lambda\not q\to2p'^\lambda-2m\gamma^\lambda,\qquad
\not q\gamma^\lambda\to2m\gamma^\lambda-2p^\lambda .$$

With $P=p+p'$ the difference of these two is $2P^\lambda-4m\gamma^\lambda$. The first term of $N_0^\lambda$ is therefore

$$\gamma^\lambda[-2z^2m^2+4z(1+z)m^2-2(1-x)(1-y)q^2]-2z(1+z)mP^\lambda .$$

The second term follows from $a+b=(1-2x)p'+(1-2y)p\to zP$ and equals $4mzP^\lambda$. Adding all three,

$$N_0^\lambda=\gamma^\lambda[m^2(2z^2+4z-2)-2(1-x)(1-y)q^2]+2z(1-z)mP^\lambda .$$

The same difference yields the Gordon identity, because $i\sigma^{\lambda\nu}q_\nu=-\tfrac12[\gamma^\lambda,\not q]=2m\gamma^\lambda-P^\lambda$. Eliminating $P^\lambda$ adds $4z(1-z)m^2$ to the coefficient of $\gamma^\lambda$, and

$$N_0^\lambda=-2g\gamma^\lambda-4m^2z(1-z)\frac{i\sigma^{\lambda\nu}q_\nu}{2m},$$

$$g=m^2(1-4z+z^2)+q^2(1-x)(1-y).$$

For the momentum integrals, rotate $l^0=il_E^0$, so that $d^4l=i\,d^4l_E$ and $l^2=-l_E^2$. With $d^4l_E=\pi^2u\,du$ and $u=l_E^2$,

$$\int\frac{d^4l}{(2\pi)^4}\frac1{(l^2-\Delta)^3}
=-\frac{i}{16\pi^2}\int_0^\infty\frac{u\,du}{(u+\Delta)^3}
=-\frac{i}{32\pi^2\Delta}.$$

The quadratic term, minus its heavy-photon counterpart, is

$$\frac{i}{16\pi^2}\int_0^\infty du\,u^2\left[\frac1{(u+\Delta)^3}-\frac1{(u+\Delta_\Lambda)^3}\right]
=\frac{i}{16\pi^2}\ln\frac{\Delta_\Lambda}{\Delta}.$$

Each piece up to a large limit $U$ is $\ln(U/\Delta)-3/2$ or the same with $\Delta_\Lambda$, and the constants cancel. Multiplication by $-2ie^2$ gives the loop contribution to the coefficient of $\gamma^\lambda$:

$$G(q^2)=\frac{\alpha}{2\pi}\int dx\,dy\,dz\,\delta(1-x-y-z)
\left[\ln\frac{\Delta_\Lambda}{\Delta}+\frac g\Delta\right].$$

The heavy photon's own $g/\Delta_\Lambda$ vanishes as $\Lambda\to\infty$, and $\Delta_\Lambda$ approaches $z\Lambda^2$, which is independent of $q^2$.

The external electron lines contribute a factor $\sqrt{Z_2}$ each. Their effect on the vertex is fixed by the Ward identity. Differentiating the internal propagator in the self-energy $\Sigma(p)$ inserts a vertex at zero momentum transfer, so $\delta\Gamma^\lambda(p,p)=-\partial\Sigma/\partial p_\lambda$. Between equal on-shell spinors, where $p^\lambda\bar uu=m\bar u\gamma^\lambda u$, this is $-\Sigma'(m)\gamma^\lambda$, with the derivative taken with respect to $\not p$. The residue of the propagator $i/(\not p-m_0-\Sigma)$ is $Z_2=1+\Sigma'(m)$ at this order, $m_0$ being the bare mass. Thus $Z_2-1=-G(0)$, and

$$F_1=1+\delta F_1,\qquad \delta F_1=G(q^2)-G(0).$$

The charge is then correctly normalized at $q^2=0$, and $\Lambda$ has disappeared.

To isolate the photon mass, set $x=s\xi$, $y=s(1-\xi)$ and $z=1-s$. The integration measure becomes $s\,ds\,d\xi$, both variables running from 0 to 1. Define

$$M^2(\xi)=m^2-\xi(1-\xi)q^2 .$$

Then $\Delta=s^2M^2+(1-s)\mu^2$. In $g$ we have $1-4z+z^2=-2+2s+s^2$ and $(1-x)(1-y)=1-s+s^2\xi(1-\xi)$. Using $2m^2-q^2=2p\cdot p'$,

$$g=-2p\cdot p'(1-s)+s^2(2m^2-M^2).$$

At $\mu=0$ the integral diverges at $s=0$, through the first term alone. There $z\to1$: the photon denominator carries all the weight. The value $-2g=4p\cdot p'$ is what results from setting $k=0$ in the original numerator, since $\bar u(p')\gamma^\nu(\not p'+m)=2p'^\nu\bar u(p')$. The divergence therefore belongs to soft virtual photons.

With $r=\mu^2/M^2$, write $s=\tfrac12(2s-r)+\tfrac r2$ to obtain

$$\int_0^1\frac{s\,ds}{s^2M^2+(1-s)\mu^2}
=\frac1{M^2}\left[\frac12\ln\frac1r+\frac r2\int_0^1\frac{ds}{s^2-rs+r}\right].$$

For small $r$ the last integral grows as $\pi/(2\sqrt r)$, so its contribution is of order $\mu/M$ and vanishes. In all other terms $\mu$ may be set to zero. The $s$ integral of the $g/\Delta$ term is then

$$-\frac{p\cdot p'}{M^2}\ln\frac{M^2}{\mu^2}+\frac{2p\cdot p'}{M^2}+\frac{m^2}{M^2}-\frac12 .$$

At $q^2=0$ it equals $-\ln(m^2/\mu^2)+5/2$. The difference of the ultraviolet logarithms contributes $\ln(m^2/M^2)\int_0^1s\,ds=-\tfrac12\ln(M^2/m^2)$. Splitting $\ln(M^2/\mu^2)=\ln(M^2/m^2)+\ln(m^2/\mu^2)$ and subtracting the value at zero gives

$$\delta F_1=\frac{\alpha}{2\pi}\left[-f_{\rm IR}(q^2)\ln\frac{m^2}{\mu^2}+K(q^2)\right],$$

$$f_{\rm IR}(q^2)=\int_0^1d\xi\,\frac{m^2-q^2/2}{m^2-\xi(1-\xi)q^2}-1,$$

$$K=\int_0^1d\xi\left[-\left(\frac12+\frac{p\cdot p'}{M^2}\right)\ln\frac{M^2}{m^2}+\frac{2p\cdot p'+m^2}{M^2}\right]-3 .$$

The second form factor has no such logarithm. Its numerator $z(1-z)=s(1-s)$ vanishes at the soft point, and

$$F_2=\frac\alpha{2\pi}\int_0^1d\xi\int_0^1s\,ds\,\frac{2m^2s(1-s)}{s^2M^2}
=\frac\alpha{2\pi}\int_0^1d\xi\,\frac{m^2}{M^2}.$$

## Soft emission and the measured rate

The electron, of mass $m$ and energy $E$, scatters from $p$ to $p'$ with $q=p'-p$ and $q^2<0$; the photon has mass $\mu$. The first half gave $\delta F_1=(\alpha/2\pi)[-f_{\rm IR}\ln(m^2/\mu^2)+K]$, where $K$ is independent of $\mu$, and

$$f_{\rm IR}=p\cdot p'\int_0^1\frac{d\xi}{M^2}-1,\qquad M^2=m^2-\xi(1-\xi)q^2 .$$

The magnetic form factor $F_2=(\alpha/2\pi)\int_0^1d\xi\,m^2/M^2$ is infrared finite.

The integral can be done by setting $p\cdot p'=m^2\cosh\chi$. Then $-q^2/m^2=2(\cosh\chi-1)=4\sinh^2(\chi/2)$. Substitute

$$\xi=\frac12\left[1+\frac{\tanh t}{\tanh(\chi/2)}\right],\qquad -\frac\chi2\le t\le\frac\chi2 .$$

This gives $M^2=m^2\cosh^2(\chi/2)/\cosh^2t$ and $d\xi=dt/[2\tanh(\chi/2)\cosh^2t]$. In the quotient the factors of $\cosh^2t$ cancel:

$$\int_0^1d\xi\,\frac{m^2}{M^2}=\int_{-\chi/2}^{\chi/2}\frac{dt}{\sinh\chi}=\frac{\chi}{\sinh\chi},\qquad
f_{\rm IR}=\chi\coth\chi-1 .$$

This function is zero at $q^2=0$ and positive otherwise. For small momentum transfer $\chi^2\simeq-q^2/m^2$ and $f_{\rm IR}\simeq-q^2/(3m^2)$. For large transfer $\chi\simeq\ln(-q^2/m^2)$ and $f_{\rm IR}\simeq\ln(-q^2/m^2)-1$.

The effect of the vertex on the unpolarized elastic rate involves its time component. By the Gordon identity the magnetic structure is $\gamma^0-E/m$. The two traces needed are

$$\mathrm{Tr}[(\not p'+m)\gamma^0(\not p+m)\gamma^0]=4(2E^2-p\cdot p'+m^2)=2(4E^2+q^2),$$

$$\mathrm{Tr}[(\not p'+m)(\not p+m)\gamma^0]=8mE .$$

To first order in $\alpha$ the relative change of the rate is therefore

$$2\delta F_1+2F_2\left[1-\frac Em\frac{8mE}{2(4E^2+q^2)}\right]
=2\delta F_1+\frac{2q^2F_2}{4E^2+q^2}.$$

The factor 2 arises because the correction interferes with the lowest-order amplitude. The logarithm in the elastic rate is thus $-(\alpha/\pi)f_{\rm IR}\ln(m^2/\mu^2)$.

Now let a photon of momentum $k$, energy $\omega$ and polarization $\varepsilon$ be emitted. It can leave the electron after or before the action of the potential. Apart from the potential's common factor, the amplitude is

$$e\,\bar u(p')\left[\not\varepsilon^*\frac{\not p'+\not k+m}{2p'\cdot k+\mu^2}\gamma^0
+\gamma^0\frac{\not p-\not k+m}{-2p\cdot k+\mu^2}\not\varepsilon^*\right]u(p).$$

For a soft photon drop $\not k$ in the numerators. The Dirac equation gives $\bar u(p')\not\varepsilon^*(\not p'+m)=2p'\cdot\varepsilon^*\bar u(p')$, and similarly on the incoming side. The terms $\mu^2$ in the denominators may also be dropped: in the electron's rest frame $p\cdot k=m\omega_{\rm rest}\ge m\mu$, so their relative size is at most $\mu/(2m)$. What remains is the elastic amplitude times

$$eJ\cdot\varepsilon^*,\qquad J^\lambda=\frac{p'^\lambda}{p'\cdot k}-\frac{p^\lambda}{p\cdot k}.$$

Here $p'$ is the elastic final momentum. Energy conservation actually lowers $|\mathbf p'|$ by about $\omega E/|\mathbf p|$. Relative to $|\mathbf p|$ this is $\omega E/[(E-m)(E+m)]$, which is less than $\omega/(E-m)$. The momentum taken from the potential, $\mathbf p'+\mathbf k-\mathbf p$, shifts through this lowering of $|\mathbf p'|$ and through $\mathbf k$ itself. Since $|\mathbf k|<\omega<\omega E/|\mathbf p|$, the shift is at most about $2\omega E/|\mathbf p|$. Except for a fast electron scattered almost straight back, the factorization is therefore assured when $\Delta E\ll E-m$ and $\Delta E\,E/|\mathbf p|\ll|\mathbf q|$ (for a fast electron the latter reads $\Delta E\ll|\mathbf q|$), given a potential whose Fourier transform changes little under these shifts. In the exceptional case the lowest-order rate is suppressed: with scattering angle $\theta$, $4E^2+q^2=4[m^2+|\mathbf p|^2\cos^2(\theta/2)]$, which falls to $4m^2$ at $\theta=180^\circ$. The terms dropped from the numerators are then small beside it when also $\Delta E\ll\sqrt{m^2+|\mathbf p|^2\cos^2(\theta/2)}$; within an angle of about $m/E$ of the backward direction this requires $\Delta E\ll m$. The condition on $|\mathbf q|$ is sufficient but not always necessary: a fast electron deflected through a small angle radiates mostly near the forward direction, where $\mathbf k$ and the lowering of $\mathbf p'$ nearly cancel. For $|\mathbf p|=1.5m$ and an angle of 70°, the program compares the traces of the full amplitude with the soft factor, leaving out the potential's momentum dependence. For one photon direction and a photon mass $\mu=\omega/2$ the relative error is $9.6\times10^{-4}$ at $\omega=10^{-3}m$ and $9.6\times10^{-5}$ at $\omega=10^{-4}m$, in agreement with a correction linear in $\omega$.

A massive photon has three polarizations, with sum $-g_{\lambda\nu}+k_\lambda k_\nu/\mu^2$. The second term looks dangerous as $\mu\to0$, but it gives nothing because $k\cdot J=1-1=0$. This cancellation between the two emission terms expresses current conservation. The emission probability relative to the elastic rate is

$$P=e^2\int_{\omega<\Delta E}\frac{d^3k}{(2\pi)^32\omega}(-J^2),$$

$$-J^2=\frac{2p\cdot p'}{(p\cdot k)(p'\cdot k)}-\frac{m^2}{(p\cdot k)^2}-\frac{m^2}{(p'\cdot k)^2}.$$

The integrand is not negative, since a real vector orthogonal to the timelike $k$ is spacelike or zero.

The product of different denominators is combined by a parameter $\xi$:

$$\frac1{(p\cdot k)(p'\cdot k)}=\int_0^1\frac{d\xi}{(p_\xi\cdot k)^2},\qquad p_\xi=\xi p'+(1-\xi)p .$$

The time component of $p_\xi$ is $E$, and its square is

$$p_\xi^2=[\xi^2+(1-\xi)^2]m^2+2\xi(1-\xi)p\cdot p'=m^2-\xi(1-\xi)q^2=M^2 .$$

This is the quantity that appeared in the vertex. The average over photon directions is elementary:

$$\int\frac{d\Omega}{4\pi}\frac1{(p_\xi\cdot k)^2}
=\frac12\int_{-1}^1\frac{dc}{(E\omega-|\mathbf p_\xi||\mathbf k|c)^2}
=\frac1{E^2\omega^2-|\mathbf p_\xi|^2|\mathbf k|^2}.$$

Introduce the photon rapidity $\eta$ by $|\mathbf k|=\mu\sinh\eta$ and $\omega=\mu\cosh\eta$. Since $|\mathbf k|^2=\omega^2(1-1/\cosh^2\eta)$ and $E^2-|\mathbf p_\xi|^2=M^2$, the last denominator is $\omega^2(M^2+|\mathbf p_\xi|^2/\cosh^2\eta)$. The two squared terms of $-J^2$ are the special cases $\xi=0$ and $\xi=1$, which are equal because $|\mathbf p'|=|\mathbf p|$. The average of $-J^2$ is thus $A(\eta)/\omega^2$, with

$$A(\eta)=2p\cdot p'\int_0^1\frac{d\xi}{M^2+|\mathbf p_\xi|^2/\cosh^2\eta}
-\frac{2m^2}{m^2+|\mathbf p|^2/\cosh^2\eta}.$$

The constants in $P$ are $4\pi\alpha\cdot4\pi/(16\pi^3)=\alpha/\pi$, and $d|\mathbf k|=\omega\,d\eta$. Therefore

$$P=\frac\alpha\pi\int_0^{\Delta E}\!\frac{|\mathbf k|^2d|\mathbf k|}{\omega^3}A
=\frac\alpha\pi\int_0^{\eta_{\max}}d\eta\,\tanh^2\eta\,A(\eta),$$

where the first upper limit refers to $\omega$ and $\cosh\eta_{\max}=\Delta E/\mu$. When $\mu\to0$ at fixed $\Delta E$, the range of rapidity grows without bound, and its upper part supplies the logarithm. There

$$A(\infty)=2\left[p\cdot p'\int_0^1\frac{d\xi}{M^2}-1\right]=2f_{\rm IR}.$$

The agreement can be followed term by term. The product of emission from the incoming and outgoing lines gives the same $\xi$ integral as a virtual photon joining those lines. The squared emission terms give the $-1$, which in the vertex came from the external-line factor $Z_2$. At $q=0$ the terms compensate in both places: an undeflected charge has $J=0$ and does not radiate.

To keep the finite part, subtract the asymptotic value of $A$. Because $\int_0^{\eta_{\max}}\tanh^2\eta\,d\eta=\eta_{\max}-\tanh\eta_{\max}$ and $\eta_{\max}\to\ln(2\Delta E/\mu)$,

$$P=\frac\alpha\pi\left\{2f_{\rm IR}\left[\ln\frac{2\Delta E}\mu-1\right]+R\right\},$$

$$R=\int_0^\infty d\eta\,\tanh^2\eta\,[A(\eta)-2f_{\rm IR}].$$

The integral converges, since the bracket falls as $e^{-2\eta}$. The logarithmic part of $P$ can be written $(\alpha/\pi)f_{\rm IR}\ln(\Delta E^2/\mu^2)$. Adding it to that of the elastic rate gives

$$\frac\alpha\pi f_{\rm IR}\left[-\ln\frac{m^2}{\mu^2}+\ln\frac{\Delta E^2}{\mu^2}\right]
=-\frac\alpha\pi f_{\rm IR}\ln\frac{m^2}{\Delta E^2}.$$

With the finite terms included, the measured rate is

$$\frac{d\sigma(\omega<\Delta E)}{d\sigma_0}=1+\frac\alpha\pi\left[-f_{\rm IR}\ln\frac{m^2}{4\Delta E^2}-2f_{\rm IR}+K+R\right]+\frac{2q^2F_2}{4E^2+q^2}.$$

The photon mass has gone, and the resolution has taken its place. The energy $\Delta E$ is defined in the rest frame of the potential, which is why $R$ depends on $E$ as well as on $q^2$.

For the electron of the opening example, $E=10.511$ MeV and $|\mathbf p|=|\mathbf q|=10.499$ MeV; the latter equality holds because $2\sin30^\circ=1$. Hence $-q^2/m^2=422.10$, $\chi=6.0500$ and $f_{\rm IR}=5.0500$; the large-transfer form gives $5.0453$. The constants are $K=-9.6002$ and $R=-11.4053$, with $\alpha/\pi=0.00232282$. For $\mu=10^{-6}$ MeV,

$$2\delta F_1=0.00232282\,[-5.0500\times26.2882-9.6002]=-0.3307,$$

$$P=0.00232282\,[10.1001\times(11.5129-1)-11.4053]=0.2201 .$$

Reducing $\mu$ by a factor of 1000 lowers the first number and raises the second by $0.00232282\times10.1001\times\ln1000=0.1621$. In the sum the bracket is

$$-5.0500\times3.2624-10.1001-9.6002-11.4053=-47.581 .$$

This gives $-0.11052$. The magnetic term adds $-2.2\times10^{-5}$, for a total of $-0.11054$, or about $-11$ per cent of the lowest-order rate. The extra digits serve to exhibit the cancellation; they are not a claim of physical accuracy, since $\Delta E/(E-m)$ is already $0.005$ and higher orders in $\alpha$ are absent.

Both contributions must use the same regulator. Suppose emission were computed with massless photons restricted to $\omega>\mu$. Then $A=2f_{\rm IR}$ throughout, and the probability would be $(\alpha/\pi)2f_{\rm IR}\ln(\Delta E/\mu)$. Combined with the massive-photon vertex this would still cancel the logarithm, but the rate would be wrong by

$$\frac\alpha\pi[2f_{\rm IR}(1-\ln2)-R]=0.00232282\,[3.099+11.405]=0.034$$

relative to $d\sigma_0$. Cancellation of the logarithm alone does not guarantee the correct finite part.

The dependence on resolution is physical. Doubling $\Delta E$ to 0.10 MeV admits more radiative events and raises the relative rate by $(\alpha/\pi)2f_{\rm IR}\ln2=0.0163$, from $-0.1105$ to $-0.0943$. In the other direction, $\Delta E\to0$ makes the order-$\alpha$ correction arbitrarily large and negative. The elastic part behaves in the same way as $\mu\to0$: continuing its logarithm to $\mu=10^{-21}$ MeV gives $2\delta F_1=-1.14$ and a negative rate. That is a failure of the expansion stopped at order $\alpha$, not a physical probability. The order-$\alpha$ result needs $(\alpha/\pi)f_{\rm IR}\ln(m^2/\Delta E^2)$ and the remaining corrections to be small, besides the conditions that make the photon soft.

The numerical check also measures the two logarithmic slopes separately, the emission slope from a three-dimensional integral over photon momentum. At $|\mathbf p|=1.5m$ and 70° they are $+1.40547$ for $2\delta F_1$ and $-1.40547$ for $P$, per unit of $\ln\mu$, in units of $\alpha/\pi$, in agreement with $2f_{\rm IR}=2\times0.702735$.

## Values computed for the example and the checks

```
CHECK KINEMATICS: |p| = 1.5 m, angle = 70 degrees
f_IR (dimensionless): 0.702735
vertex slope d(2 delta F1)/d ln(mu), in alpha/pi: 1.40547
emission slope dP/d ln(mu), in alpha/pi: -1.40547
soft-factor relative error at omega = 0.001 m: 9.60e-04
soft-factor relative error at omega = 0.0001 m: 9.60e-05
WORKED EXAMPLE: electron in a static potential
alpha (dimensionless): 0.007297353
alpha/pi (dimensionless): 0.002322819
electron mass: 0.510999 MeV
kinetic energy: 10.0 MeV
scattering angle: 60 degrees
energy resolution Delta E: 0.05 MeV
total energy E: 10.510999 MeV
momentum |p|: 10.498570 MeV
momentum transfer |q|: 10.498570 MeV
-q^2/m^2 (dimensionless): 422.1048
chi (dimensionless): 6.049975
f_IR (dimensionless): 5.050042
large-Q form ln(-q^2/m^2)-1 (dimensionless): 5.045254
vertex constant K (dimensionless): -9.600232
emission constant R (dimensionless): -11.405253
F2 (dimensionless): 3.3136e-05
F2 contribution to relative rate: -2.2021e-05
mu = 1e-06 MeV: 2 delta F1 = -0.330670, P = 0.220148, sum with F2 = -0.110544
mu = 1e-09 MeV: 2 delta F1 = -0.492730, P = 0.382209, sum with F2 = -0.110544
mu = 1e-12 MeV: 2 delta F1 = -0.654791, P = 0.544269, sum with F2 = -0.110544
mu-free formula, relative correction: -0.110544
same correction in per cent: -11.054
relative correction at Delta E = 0.10 MeV: -0.094282
change on doubling Delta E: 0.016262
```
